\section*{Hyperdynamics: the Boost Factor and the Conditions for It}

\section{A vacancy that waits too long}

An implanted ion leaves vacancies and displaced atoms behind its collision cascade. The collisions last picoseconds, but annealing proceeds by thermal hops. Take a vacancy in zinc at $200$~K with a hop barrier of roughly $0.4$~eV. In the model treated below it waits $3.6$~ms for a hop, while molecular dynamics advances by femtoseconds. At $15$~fs per step, one hop costs about $2.4\times10^{11}$ steps, nearly all spent vibrating in the well.

Hyperdynamics adds a non-negative bias $\Delta V$ to the potential $V$ inside the well, so that the system leaves sooner. How much physical time does a biased trajectory represent, and what must the bias leave unchanged? I write $V_b=V+\Delta V$ and $\beta=1/kT$, and use classical canonical statistics throughout.

\section{The simplest well}

Let a particle move on a flat floor, $V=0$, of length $w$, with a narrow barrier at each end whose share of the configuration integral is negligible. Raise a fraction $f$ of the floor by $U$ and leave the barriers alone. The configuration integrals before and after are
\begin{equation}
Z=w,\qquad Z_b=w\left[(1-f)+f e^{-\beta U}\right].
\end{equation}
The chance of being at a barrier top is its unchanged Boltzmann weight divided by the configuration integral. The escape rate therefore grows by
\begin{equation}
B=\frac{Z}{Z_b}=\frac{1}{1-f+f e^{-\beta U}} .
\label{floor}
\end{equation}
Now average $e^{\beta\Delta V}$ over the biased motion. The raised part is occupied with probability $fe^{-\beta U}w/Z_b$ and contributes $e^{\beta U}$; the rest has probability $(1-f)w/Z_b$ and contributes $1$:
\begin{equation}
\langle e^{\beta\Delta V}\rangle_b
=\frac{w}{Z_b}\left[f e^{-\beta U}e^{\beta U}+(1-f)\right]=\frac{w}{Z_b}=B .
\end{equation}

Two limits show what this means. For $f=1$ the gain is $e^{\beta U}$, the full effect of a lower barrier. For $f=\tfrac12$ and $\beta U\gg1$ it is only $2$, however large $U$ is, because the particle collects in the half that was not raised.

\section{Any basin, any number of exits}

Let basin $A$ have exits through dividing surfaces $S_j$. I take one mass $m$ for all coordinates; otherwise mass-weighted coordinates do the same job. In transition-state theory (TST) the rate $k_j$ is the equilibrium outward flux through $S_j$ per system in $A$. Position and velocity are independent in the canonical ensemble, so the flux is a position density on the surface times the mean outward velocity,
\begin{align}
\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\;e^{-mv^2/2kT}\,dv
&=\sqrt{\frac{m}{2\pi kT}}\;\frac{kT}{m}
=\sqrt{\frac{kT}{2\pi m}},\\
k_j&=\sqrt{\frac{kT}{2\pi m}}\;
\frac{\int_{S_j}e^{-\beta V}dS}{Z},
\qquad Z=\int_A e^{-\beta V}d\mathbf r .
\label{flux}
\end{align}
The bias depends on position alone and does not alter the velocity factor. Hence $k_{b,j}$ is \eqref{flux} with $V_b$ for $V$ and $Z_b=\int_A e^{-\beta V_b}d\mathbf r$ for $Z$. Dividing,
\begin{equation}
\frac{k_{b,j}}{k_j}=\frac{Z}{Z_b}\,s_j,\qquad
s_j=\frac{\int_{S_j}e^{-\beta V}e^{-\beta\Delta V}dS}{\int_{S_j}e^{-\beta V}dS}
=\langle e^{-\beta\Delta V}\rangle_{S_j}.
\end{equation}
The surface average is over the unbiased distribution. For the first factor, insert $V=V_b-\Delta V$ in $Z$:
\begin{equation}
\frac{Z}{Z_b}=\frac{\int_A e^{-\beta V_b}e^{\beta\Delta V}d\mathbf r}{\int_A e^{-\beta V_b}d\mathbf r}
=\langle e^{\beta\Delta V}\rangle_b\equiv B .
\end{equation}
Therefore
\begin{equation}
\boxed{\;k_{b,j}=B\,s_j\,k_j,\qquad B=\langle e^{\beta\Delta V}\rangle_b\;}
\label{main}
\end{equation}
If $\Delta V=0$ on the surfaces, every $s_j=1$. All exits are then accelerated by the same $B$, and the branching ratios survive. If real dynamics recrosses the surface, the true rate is $\kappa_jk_j$ with a transmission factor $\kappa_j$; the law still holds if the bias leaves $\kappa_j$ unchanged.

\subsection*{Unchanged saddle energies are not enough}

A saddle is one point of its surface. Suppose the bias vanishes there but grows as $\tfrac12 gy^2$ along the surface, where the potential grows as $\tfrac12\kappa y^2$. The ratio of two Gaussian integrals gives
\begin{equation}
s=\frac{\sqrt{2\pi kT/(\kappa+g)}}{\sqrt{2\pi kT/\kappa}}
=\sqrt{\frac{\kappa}{\kappa+g}}<1 .
\label{gauss}
\end{equation}
The saddle energy is unchanged, yet the exit has become narrower. The condition needed for the plain boost formula is thus a vanishing bias wherever the surface carries appreciable Boltzmann weight.

\section{From an average to a clock}

A trajectory that equilibrates in the biased basin long before it leaves samples the biased ensemble. Give each step $dt$ the weight $e^{\beta\Delta V}$ and define
\begin{equation}
t_h=\int_0^t e^{\beta\Delta V(\mathbf r(t'))}dt',\qquad
\frac{t_h}{t}\longrightarrow B .
\end{equation}
Let $k=\sum_jk_j$ be the total rate (in the product $kT$, $k$ remains Boltzmann's constant). With $s_j=1$, biased exits occur at the total rate $k_b=Bk$. Memory of the entry point is lost, so exit times have density $k_be^{-k_bt}$. Substituting $t=t_h/B$,
\begin{equation}
p(t_h)=k_b e^{-k_bt_h/B}\,\frac{1}{B}=k e^{-kt_h}.
\end{equation}
This is the unbiased waiting-time law. A single clock reading is a random draw from it; its mean over many exits is $1/k$.

Convexity bounds the boost. For $X=\beta\Delta V$ with mean $\bar X$, the exponential lies above its tangent, $e^X\ge e^{\bar X}(1+X-\bar X)$. Averaging removes the linear term, so
\begin{equation}
e^{\beta\langle\Delta V\rangle_b}\le B\le e^{\beta\Delta V_{\max}} .
\label{bounds}
\end{equation}
Inserting the mean bias into the exponential therefore gives a lower bound, not the boost.

\section{A limit without TST}

The argument so far counts crossings. In strongly damped motion a particle crosses the surface many times, so this limit is a severe trial of the clock. Take one coordinate, a reflecting point at $0$ (the minimum), an absorbing point at $L$ (the barrier top), and diffusion constant $D$. Let $T(x)$ be the mean clock reading at absorption after a start at $x$. In a short $dt$ the clock gains $e^{\beta\Delta V}dt$, while $\langle dx\rangle=-\beta DV_b'\,dt$ and $\langle dx^2\rangle=2D\,dt$. Expanding $T(x)=e^{\beta\Delta V}dt+\langle T(x+dx)\rangle$ to first order in $dt$ gives
\begin{equation}
0=e^{\beta\Delta V}-\beta DV_b'T'+DT''
=e^{\beta\Delta V}+D\,e^{\beta V_b}\frac{d}{dx}\left(e^{-\beta V_b}T'\right).
\end{equation}
Multiply by $e^{-\beta V_b}/D$ and integrate from $0$, where $T'=0$. Since $e^{-\beta V_b}e^{\beta\Delta V}=e^{-\beta V}$,
\begin{equation}
e^{-\beta V_b(y)}T'(y)=-\frac1D\int_0^y e^{-\beta V(z)}dz .
\end{equation}
A second integration with $T(L)=0$ yields
\begin{equation}
T(0)=\frac1D\int_0^L dy\,e^{\beta V_b(y)}\int_0^y dz\,e^{-\beta V(z)} .
\end{equation}
The inner integral is that of the unbiased problem. The outer one differs from it only where $\Delta V>0$. The factor $e^{\beta V_b}$ concentrates the outer integral at the barrier top. The bias therefore changes little if the region with $\Delta V>0$ contributes little to that integral. A broad raised floor must lie deep enough for its small Boltzmann factor to outweigh its width. For a flat floor filled up to the threshold, two or three $kT$ below the top are not enough. A bias that rises smoothly from its threshold leaves most of the floor well below it and tolerates a smaller gap. For the threshold bias used below, the gap is at least $0.10$~eV, or $5.8\,kT$ at $200$~K. The derivation holds equally if $L$ lies beyond the top, with no bias between the top and $L$. The particle can then recross the top many times before it is absorbed, and the outer integral is still dominated by the unbiased top. The clock thus survives heavy recrossing in this case.

\section{A bias that vanishes on the whole surface}

Let the bias depend on $V$ alone, with a threshold $E_c$ below the lowest saddle:
\begin{equation}
\Delta V=\frac{u^2}{\alpha+u},\qquad u=\max(E_c-V,0),\quad \alpha>0 .
\end{equation}
If each surface has its lowest point at its saddle, then $V>E_c$ on all of it and $s_j=1$. Below the threshold $du/dV=-1$, so
\begin{align}
\frac{dV_b}{dV}&=1-\frac{2u(\alpha+u)-u^2}{(\alpha+u)^2}\nonumber\\
&=\frac{\alpha^2+2\alpha u+u^2-2\alpha u-u^2}{(\alpha+u)^2}
=\frac{\alpha^2}{(\alpha+u)^2}>0 .
\label{slope}
\end{align}
The biased force is the true force times this positive factor, so no new minima appear. At $u=0$ the factor is $1$ and the force is continuous.

\section{Two coupled hop coordinates}

Hexagonal zinc has hops within the basal plane and out of it. I represent them by
\begin{equation}
V=E_xq_x+E_yq_y+Cq_xq_y,\quad
q_x=\sin^2\frac{\pi x}{L_x},\quad q_y=\sin^2\frac{\pi y}{L_y},
\end{equation}
with $E_x=0.40$~eV (basal), $E_y=0.45$~eV (non-basal), $C=0.30$~eV, $L_x=0.266$~nm and $L_y=0.291$~nm. The exits are the lines $x=\pm L_x/2$ and $y=\pm L_y/2$. The mass is that of a zinc atom, $m=0.6776$~eV\,ps$^2$/nm$^2$.

Near the minimum $V\simeq E_x\pi^2x^2/L_x^2$ along $x$, so $m\omega_x^2=2\pi^2E_x/L_x^2$ and
\begin{equation}
\nu_x=\frac{1}{L_x}\sqrt{\frac{E_x}{2m}}
=\frac{1}{0.266}\sqrt{\frac{0.40}{1.355}}\ \mathrm{ps^{-1}}=2.04~\mathrm{THz}.
\end{equation}
On $x=L_x/2$ the energy is $E_x+(E_y+C)q_y$, so the transverse frequency $\nu_y^\ddagger$ there has $E_y+C$ in place of $E_y$. With Gaussian integrals in \eqref{flux} and two such surfaces,
\begin{align}
k_x&\simeq2\sqrt{\frac{kT}{2\pi m}}\;
\frac{\sqrt{2\pi kT/m}\,/\,(2\pi\nu_y^\ddagger)}{(2\pi kT/m)\,/\,(4\pi^2\nu_x\nu_y)}\;e^{-\beta E_x}
=2\nu_x\frac{\nu_y}{\nu_y^\ddagger}e^{-\beta E_x}.
\end{align}
At $200$~K, $kT=0.01723$~eV and $\nu_y/\nu_y^\ddagger=\sqrt{0.45/0.75}=0.775$, which gives $263$~s$^{-1}$. Quadrature of \eqref{flux} gives $261$~s$^{-1}$, and $13.6$~s$^{-1}$ for the non-basal exits. The mean wait is $1/(274.9~\mathrm{s^{-1}})=3.64$~ms.

\subsection*{The boost}

Choose $E_c=0.30$~eV and $\alpha=0.10$~eV. The bias at the minimum is $0.30^2/0.40=0.225$~eV. Quadrature over the basin gives
\begin{equation}
B=5.59\times10^4,\qquad
\frac{1}{k_b}=\frac{3.638~\mathrm{ms}}{5.59\times10^4}=65~\mathrm{ns}.
\end{equation}
One exit now costs $4.3\times10^6$ steps. The bounds \eqref{bounds} are $3.2\times10^3$, from the mean bias of $0.139$~eV, and $4.7\times10^5$. Using the mean bias would have underestimated the boost 17-fold.

The distance from the upper bound can be understood. By \eqref{slope} the curvatures at the minimum fall by $(0.10/0.40)^2=1/16$ and both frequencies by $4$. A harmonic biased well would have $16$ times the configuration integral at equal floor energy, hence $B\simeq4.7\times10^5/16=2.9\times10^4$. The actual value is about twice this. The slope \eqref{slope} increases with $V$, so $V_b$ rises faster with $V$ than the constant slope $1/16$ of the harmonic estimate, and the well is less roomy than that estimate assumes.

For a trajectory average I ran 1000 Langevin copies with friction $5$~ps$^{-1}$ for 8000 steps of $15$~fs, discarding the first 1000. The result, $(5.605\pm0.015)\times10^4$, agrees with quadrature within one standard error.

The relative variance of $e^{\beta\Delta V}$ is $3.29$, so a $1\,\%$ standard error needs $3.29/0.01^2\approx3.3\times10^4$ independent samples. The softened angular frequency is $2\pi\times2.04/4=3.2$~ps$^{-1}$, so the friction $\gamma=5$~ps$^{-1}$ lies just below the critical value $2\omega=6.4$~ps$^{-1}$. The harmonic well then relaxes in $2/\gamma=0.4$~ps; the overdamped estimate $\gamma/\omega^2$ gives $0.49$~ps. Either is far below $65$~ns, as local equilibrium requires.

\subsection*{Counting exits}

At $650$~K exits can be counted without a bias. The threshold now lies only $1.8\,kT$ below the lower saddle, so the bias must be gentle near it. With a weaker bias, $\alpha=0.30$~eV, and 3000 copies for each case, the same friction and time step gave:
\begin{center}
\begin{tabular}{lcc}
 & unbiased & biased\\
exits counted & 762 & 2197\\
rate in trajectory time (1/ns) & 2.96 & 15.87\\
rate in clock time (1/ns) & 2.96 & 2.88\\
basal fraction & 0.703 & 0.704
\end{tabular}
\end{center}
The counted boost is $15.87/2.96=5.36$, against $5.50$ from quadrature. The relative standard error of the rate ratio is $4.2\,\%$, so both the boost and the clock agree with theory. The direct rate is $12\,\%$ below the TST value of $3.36$~ns$^{-1}$. TST counts every outward crossing, whereas here a copy is removed at its first recorded arrival; I have not separated this effect from that of the finite time step.

\subsection*{The damped limit in two dimensions}

At $200$~K I solved the two-coordinate version of the backward equation on a grid, with the original bias. The mean clock reading divided by the true mean exit time is $1.00025$ on this grid; the departure from $1$ is of the size of the grid error. The variance of the reading over its squared mean is $0.99998$, where an exponential law gives $1$. The basal fraction is $0.952$ with and without bias.

\subsection*{A bias that spares only the saddles}

Now add $G\,q_xq_y$ to the bias, with $G=0.60$~eV. At each saddle one of $q_x,q_y$ is zero, so both saddle energies stay as they were. On the basal surface, however, the transverse coefficient rises from $0.75$ to $1.35$~eV, and \eqref{gauss} predicts $s_x=\sqrt{0.75/1.35}=0.745$. Surface quadrature gives $s_x=0.743$ and $s_y=0.732$.

Exits now occur at rate $B\sum_js_jk_j$ while the clock still runs at $B$. With $f_j=k_j/k$, so that $f_x=261.3/274.9=0.951$, the mean reading exceeds the true time by the factor
\begin{equation}
\frac{k}{\sum_js_jk_j}=\frac{1}{\sum_jf_js_j}
=\frac{1}{0.951\times0.743+0.049\times0.732}=1.35 .
\end{equation}
The damped grid calculation gives $1.34$. The clock is wrong by a third although no saddle energy has moved.

\section{Temperature and system size}

With the bias held fixed, the boost depends strongly on temperature:
\begin{center}
\begin{tabular}{cccc}
$T$ (K) & $B$ & unbiased wait & biased wait\\
150 & $3.9\times10^6$ & 8.6 s & 2.2 $\mu$s\\
200 & $5.6\times10^4$ & 3.6 ms & 65 ns\\
300 & $8.7\times10^2$ & 1.5 $\mu$s & 1.7 ns
\end{tabular}
\end{center}
The gain is largest where the unbiased wait is longest.

System size is a harsher limit if the threshold acts on the total potential energy. The inverse form
\begin{equation}
\frac1B=\frac{Z_b}{Z}=\langle e^{-\beta\Delta V}\rangle_0 ,
\end{equation}
averaged over the unbiased basin, shows why. For $d$ harmonic coordinates the volume below energy $V$ scales as $V^{d/2}$, so the energy has density proportional to $V^{d/2-1}e^{-\beta V}$ and mean $\tfrac d2kT$. For 10 atoms, $d=30$ and the mean is $15kT=0.26$~eV, close to the threshold. The boost is then $2.0$, both by integration over this density and by random sampling of 30 coordinates. For 4 atoms it is $124$. For 100 atoms the mean is $2.6$~eV, the system is almost never below $E_c$, and $B=1$ to the digits computed. In a large crystal this threshold is therefore useless. A remedy is to build the bias from local coordinates, such as the strains of bonds near the defect, and to let it vanish when any of them reaches an exit. The two-coordinate boost above presumes such a local bias.

\section{Beside real zinc}

The barriers have roughly the magnitude expected for a vacancy in zinc, but which hop is the easier one is a choice made here, so the basal fraction is not a prediction for zinc. The surface is a model, not a computed zinc potential. The largest uncertainty in the absolute time is the barrier: an error of $0.05$~eV changes the rate by a factor of $18$ at $200$~K. The crystal has six hops of each class where the model has two, which would triple the rate at equal rate per exit. Quantum corrections to the harmonic basal rate of the model, whose modes lie near $2$~THz, amount to $1.4\,\%$. They grow as the square of the frequencies, so stiffer modes of the real crystal can make them several times larger.

Cascade debris can break the assumption about the threshold, because defect clusters may have exits below it. Consider an exit with a saddle at $0.20$~eV. There $u=0.10$~eV and the bias is $0.01/0.20=0.05$~eV, which suppresses the exit by $18$. By \eqref{slope} the transverse curvature falls to a quarter, which doubles the width of the surface in one transverse coordinate. This harmonic estimate gives $s\simeq2/18=0.11$, slightly too large because the slope \eqref{slope} rises away from the saddle. With one transverse coordinate the exit is thus undercounted roughly tenfold relative to the others; each further transverse coordinate widens the surface by up to another factor of $2$. The threshold must lie below the lowest relevant saddle, and that saddle then limits the boost.

The collision stage itself lies outside the method, since it has no local equilibrium. For a hot region of radius $R=5$~nm and an assumed thermal diffusivity $D_T=1$~nm$^2$/ps, the cooling time is about $R^2/4D_T=6$~ps. Bulk zinc has a diffusivity near $40$~nm$^2$/ps, mostly due to its electrons; the low value is a rough choice for cooling through the lattice alone. Ordinary dynamics can cover that stage, and the boosted clock may start once the defects have settled into a basin. The complete set of values is in the numerical output.

\section*{Computed values}
\begin{verbatim}
Hop lengths basal, non-basal: 0.266, 0.2913 nm
Barriers basal, non-basal: 0.40, 0.45 eV
Coupling energy: 0.30 eV; mass: 0.6776 eV ps^2/nm^2
Temperature: 200 K; kT: 0.01723 eV
Bias threshold, alpha: 0.30, 0.10 eV
Largest bias: 0.2250 eV; mean in run: 0.1393 eV
Well frequencies x, y: 2.042, 1.978 THz
Unbiased TST rates x, y: 261.32, 13.58 1/s
Harmonic rates x, y: 263.45, 13.69 1/s
Unbiased mean wait: 3.638 ms
Boost by quadrature: 5.5916e+04
Boost by trajectory: 5.6049e+04 +- 1.5e+02
Lower and upper bounds on boost: 3.232e+03, 4.675e+05
Biased mean wait: 65.05 ns
Time steps of 15 fs per biased exit: 4.34e+06
Relative variance of exp(DeltaV/kT): 3.292
Independent samples for 1 % error: 3.29e+04
Counting test: 650 K, alpha 0.30 eV, friction 5 1/ps
Exits counted unbiased, biased: 762, 2197
Direct rate: 2.961 1/ns; TST: 3.361 1/ns
Biased rate: 15.874 1/ns
Rate on boosted clock: 2.876 1/ns
Counted boost: 5.360; quadrature: 5.502
Relative standard error of rate ratio: 0.042
Basal fraction unbiased, biased: 0.703, 0.704 (error 0.019)
Overdamped, 200 K: clock mean / true mean: 1.00025
Overdamped boost: 5.5904e+04
Variance/mean^2 of boosted exit time: 0.99998
Overdamped basal fraction unbiased, biased: 0.95203, 0.95199
Faulty bias strength: 0.60 eV
Faulty-bias surface factors x, y: 0.7434, 0.7316
Faulty clock / true time: 1.3426; predicted: 1.3462
At 150 K: boost 3.875e+06, unbiased wait 8.575e+00 s
At 200 K: boost 5.592e+04, unbiased wait 3.638e-03 s
At 300 K: boost 8.661e+02, unbiased wait 1.477e-06 s
Total-energy threshold, 1 atoms: boost 25283
Total-energy threshold, 4 atoms: boost 124.39
Total-energy threshold, 10 atoms: boost 2.0135
Total-energy threshold, 100 atoms: boost 1
Sampled boost for 10 atoms: 2.0068
Quantum / classical basal rate: 1.0139
Rate factor for 0.05 eV barrier error: 18.2
Relaxation time in biased well: 0.49 ps
Hot region: radius 5 nm, diffusivity 1 nm^2/ps
Hot-region cooling time: 6.25 ps
\end{verbatim}
